How hydrostatic pressure changes boron diffusion in silicon

**Question**

I am stuck on an exercise. Boron diffuses in silicon at 810 °C, once at zero pressure and once under 3 GPa of hydrostatic pressure. The activation volume is given as −0.17 atomic volumes. By what factor does the pressure change the diffusivity?

I expected squeezing a crystal to make it harder for atoms to move, so the negative sign confuses me. I also don't know which volume an "atomic volume" is, how gigapascals get into an exponent with kT, or what it means for a volume of activation to be negative. And if I measured two boron profiles after equal anneals, would their widths differ by this same factor?

**Answer**

Start with what the given number means. Let D(p,T) be the boron diffusivity, with p positive in compression. The activation volume V* is defined by the slope of ln D at fixed temperature:

V* = −kT (∂ ln D/∂p)_T

The minus sign makes V* positive when pressure slows diffusion. A negative V* therefore says that pressure speeds it up. Your intuition fits a process whose saddle configuration takes up more room than its starting configuration. Here it is the other way round.

**Why a volume appears**

Boron moves when the crystal passes through a saddle configuration. At fixed p and T, the weight of any configuration, with its volume V free to fluctuate, is

Z = ∫ dV exp{−[F(V) + pV]/kT}

where F(V) is the free energy at volume V. The term pV is the work done against the surroundings to make room for the crystal. In transition-state theory D is proportional to Z_s/Z_g, with s for the saddle and g for the ground configuration. For now, take the remaining prefactor, which contains the jump length and an attempt frequency, as independent of pressure.

Differentiating under the integral brings down a factor −V/kT:

∂ ln Z/∂p = (1/Z) ∫ dV (−V/kT) exp{−[F(V) + pV]/kT} = −⟨V⟩/kT

Subtracting this for the two configurations gives

∂ ln D/∂p = −(⟨V⟩_s − ⟨V⟩_g)/kT

Comparison with the definition shows that

V* = ⟨V⟩_s − ⟨V⟩_g

So V* is a difference between two volumes of the whole crystal, and such a difference may have either sign. With V* negative, the crystal shrinks on its way to the saddle, the surroundings do work on it, and the barrier is lowered.

Now integrate the slope from zero pressure to p:

ln[D(p)/D(0)] = −(1/kT) ∫₀^p V*(p′) dp′

If V* is constant over this range, the integral is pV*, and

D(p)/D(0) = exp(−pV*/kT)

Constancy is an assumption; its effect is estimated below.

**The numbers**

The atomic volume Ω is the volume per atom of the unstressed crystal at room temperature. Silicon has eight atoms in a cubic cell of edge a = 0.54310 nm, so

Ω = a³/8 = 0.020024 nm³

V* = −0.17 × 0.020024 nm³ = −0.003404 nm³

For the units, 1 GPa is 10⁹ J/m³ and 1 nm³ is 10⁻²⁷ m³. Their product is 10⁻¹⁸ J, or 6.2415 eV. Hence

pV* = 3.0 × (−0.003404) × 6.2415 eV = −0.0637 eV

The temperature must be absolute: 810 °C is 1083.15 K, for which kT = 0.09334 eV. The exponent is

−pV*/kT = 0.06374/0.09334 = 0.683

and the answer to the exercise is

D(3 GPa)/D(0) = exp(0.683) = 1.98

Boron diffuses about twice as fast. As a check on the step from volumes to exponent, the integrals Z were also evaluated numerically for a 64-atom cell with quadratic F(V), equal stiffness in both configurations and minima separated by V*. They gave 1.980 as well.

Had V* been +0.17 Ω, the factor would have been the reciprocal, 0.505. That is a quick way to detect a lost sign.

Some limits help in reading the formula. For small pressure the exponential becomes 1 − pV*/kT. At 3 GPa this linear form would give 1.68, so the exponential is needed here. At 1 GPa the exponent is a third as large, 0.228, and the factor is 1.26. If V* stayed the same at 1000 °C, kT would rise to 0.1097 eV and the 3 GPa factor would fall to exp(0.581) = 1.79: a fixed amount of work matters less when kT is larger.

It also helps to express the effect as a temperature change. Write the zero-pressure diffusivity as D₀ exp(−E/kT), with a rough E = 3.46 eV. The temperature T′ that gives the same diffusivity without pressure satisfies

E/kT′ = (E + pV*)/kT

T′ = T E/(E + pV*) = 1083.15 K × 3.46/(3.46 − 0.0637) = 1103.5 K

So 3 GPa does the work of about 20 K of extra heating. The pressure changes the barrier by only about 2%, but the barrier is some 37 times kT, so a small fraction of it still matters.

**How an activation volume can be negative**

Suppose boron moves with the help of a silicon interstitial, and that the interstitial is supplied by the surface. Taking an atom from the surface and putting it inside removes one atomic volume from the outside of the crystal. The lattice then relaxes around the inserted atom, and the volume changes again on the way to the saddle:

V* = −Ω + V_relax + V_mig

With V* = −0.17 Ω, the last two terms must add up to +0.83 Ω. Relaxation and migration together give back most of the volume lost at the surface, but not all of it. The sum does not tell how much each contributes.

For a vacancy the bookkeeping is reversed. The removed atom is added to the surface, which contributes +Ω, and the other terms would have to total −1.17 Ω. The given value thus fits an interstitial route without requiring an inward relaxation larger than a whole atomic volume. The sign alone does not prove the mechanism.

This also reveals a condition on the experiment. The term −Ω acts through the equilibrium number of interstitials, which changes with pressure. If the anneal is too short for the surface to supply them, their number stays near its old value and the full V* is not seen. The exercise assumes that this equilibrium is reached.

**What two measured profiles would show**

The widths do not differ by the factor 1.98. Let c(x,t) be the boron concentration in a thin buried layer, and s² its variance about the centre. For constant D, ∂c/∂t = D ∂²c/∂x². Multiply by x² and integrate by parts twice, with c vanishing far away:

d/dt ∫ x²c dx = D ∫ x² (∂²c/∂x²) dx = 2D ∫ c dx

The total amount of boron, ∫ c dx, is conserved. Dividing by it gives ds²/dt = 2D, and therefore

s² = s₀² + 2Dt

Take a layer with s₀ = 5.0 nm, annealed for 3600 s in both cases. A rough prefactor D₀ = 0.76 cm²/s, with the E above, gives D(0) = 6.05×10⁻¹⁷ cm²/s, which is 6.05×10⁻³ nm²/s. At zero pressure

2Dt = 2 × 6.05×10⁻³ × 3600 nm² = 43.6 nm²

s = √(25.0 + 43.6) nm = 8.28 nm

At 3 GPa, D is 1.20×10⁻¹⁶ cm²/s. The variance increase is 86.2 nm², and

s = √(25.0 + 86.2) nm = 10.55 nm

The widths differ by a factor of 1.27. Two things hide the doubling: a width grows as a square root, and both layers began with the same 25 nm². Even with a negligible initial width, the ratio would be √1.98 = 1.41. To recover the enhancement, subtract the initial variance first:

D(p)/D(0) = [s_p² − s₀²]/[s_0GPa² − s₀²] = 86.2/43.6 = 1.98

Here s_p and s_0GPa are the final widths with and without pressure. A numerical solution of the diffusion equation for these two anneals returned the same ratio. If the layer starts as a Gaussian with a peak of 1.0×10¹⁸ cm⁻³, the peak falls as s₀/s, to 0.60×10¹⁸ cm⁻³ without pressure and 0.47×10¹⁸ cm⁻³ with it. This holds when each atom makes many short moves. On an interstitial route boron may instead move in rare flights. If these span a few nanometres, an anneal this short gives each atom only about one or two flights, and the profile keeps a higher peak with longer tails (0.76 and 0.61 in the same units for a migration length of 5 nm). The variance still grows as 2Dt, so the ratio should be taken from the variance, not from the peak height.

**How far to trust the factor**

First, the input. Since pΩ/kT = 0.683/0.17 = 4.02, an error of 0.01 Ω in V* changes the factor by about 4%. An error of 0.05 Ω would put it anywhere from 1.6 to 2.4. A doubling to the last digit would need V* = −0.1726 Ω, so "about two" is as much as the data support.

Second, V* may change with pressure. Let each configuration have a quadratic free energy, F = F₀ + (V − V₀)²/2C, where C is its compliance, the volume lost per unit pressure. Completing the square gives

F + pV = F₀ + (V − V₀ + pC)²/2C + pV₀ − p²C/2

The Gaussian integral over V does not depend on p, so only the last two terms affect Z(p)/Z(0). Taking the ratio for saddle and ground, with ΔC = C_s − C_g and V* now the zero-pressure value,

D(p)/D(0) = exp[−(pV* − p²ΔC/2)/kT]

As an illustration, let the saddle have the extra compliance of one atomic volume of silicon, ΔC = Ω/B, with a rough bulk modulus B = 98 GPa. The factor rises from 1.98 to 2.11. A saddle stiffer by the same amount would give 1.86. The true ΔC is not known from the exercise.

Third, the crystal's own volume changes. Heating expands it by about 0.9%, while 3 GPa compresses it by about 3%, or roughly half that on average over the pressure range. If V* scales with the crystal volume, the factor becomes 1.97. The jump length and attempt frequency also change. For a frequency that rises in proportion to the inverse volume, which is a rough assumption, they multiply D by 1.01. This applies if V* was calculated from the static relaxed volumes of saddle and ground. If V* is the difference of the thermal averages ⟨V⟩_s − ⟨V⟩_g with all vibrations included in F(V), the change of frequency is already inside it, and only the squared jump length is left, a factor of about 0.98. If V* is a measured slope of ln D, the change is already inside it.

Fourth, the anneals may not be identical. If the pressurised sample is 5 K hotter than the other, its diffusivity gains a factor of 1.186, and the apparent enhancement becomes 1.98 × 1.186 = 2.35. That is no surprise when the whole pressure effect is worth 20 K.

**Do not use this V* for a strained film**

Under a general stress, the activation volume becomes a tensor, with one diagonal component for each axis. Hydrostatic pressure senses only the sum of these three, and V* = −0.17 Ω is that sum. The individual components can be much larger and partly cancel. A stray non-hydrostatic stress of 0.1 GPa acting on a component of size Ω changes D by exp(0.134) = 1.14, or by the reciprocal.

The surface term shows why this matters. Removing atoms from the top surface makes the crystal thinner, not narrower, so −Ω belongs to the direction normal to the surface. A compressive stress in the plane of a film does no work on it. Suppose, for illustration, that the remaining +0.83 Ω is shared equally among the three directions. The two in-plane components then total +0.55 Ω. At 1 GPa, Ω times the stress over kT is 4.02/3 = 1.34, and

D(1 GPa in plane)/D(0) = exp(−0.55 × 1.34) ≈ 0.48

In this estimate in-plane compression slows boron, although hydrostatic compression speeds it up. The equal sharing is an assumption, so the value is only illustrative, but it shows that even the sign need not carry over.

**Comparison with real samples**

A thin boron layer built in during crystal growth is a realistic way to measure such a factor, and nanometre widths are reasonable for it. A pressure of 3 GPa is far from ordinary wafer processing, which is done near or below atmospheric pressure; stresses of this order in devices are usually not hydrostatic. The assumption most easily broken is that of equilibrium interstitials. Ion implantation and surface oxidation both inject extra ones, and on an interstitial route D rises in proportion to their number. An excess by a factor of 1.98 at zero pressure would imitate the whole pressure effect. After implantation the excess can be well above ten, and a tenfold excess in the pressurised sample alone would turn 1.98 into about 20. The exercise therefore needs an undamaged sample and an inert ambient.

The layer must also be dilute compared with the intrinsic carrier density n, which is roughly 2.1×10¹⁸ cm⁻³ at this temperature. The peak of 1.0×10¹⁸ cm⁻³ is not far below that. With boron concentration C and local charge neutrality, the hole density is

h = [C + √(C² + 4n²)]/2

If D is proportional to h/n, as for boron that moves with the help of a hole, the doped layer diffuses somewhat faster than the intrinsic value. The field set up by the holes adds a further factor 1 + C/√(C² + 4n²) to the flux. Both factors grow with C/n. Pressure narrows the band gap by roughly 15 meV/GPa, which raises n to about 2.7×10¹⁸ cm⁻³ at 3 GPa, and the faster spreading lowers C. Both changes weaken the doping effects in the pressurised sample. Solving the diffusion equation with them included gives an apparent enhancement of 1.90 instead of 1.98. This correction is itself rough, because the Debye length, 3.8 nm, is close to the initial layer width, and charge neutrality then holds poorly. Taking the field from Poisson's equation instead moves the value from 1.90 to about 1.92. A more dilute layer would reduce the problem.

The remaining values are in the numerical output below.

Table of computed values

```
pressure: 3.0 GPa
temperature: 810 C = 1083.15 K
activation volume: -0.17 atomic volumes
lattice parameter: 0.54310 nm
atomic volume: 0.020024 nm^3
activation volume: -0.003404 nm^3
1 GPa nm^3: 6.2415 eV
pressure times activation volume: -0.06374 eV
kT: 0.09334 eV
exponent: 0.6829
ENHANCEMENT D(p)/D(0): 1.980
same from partition functions: 1.980
factor if V had opposite sign: 0.505
V for exact doubling: -0.1726 atomic volumes
relaxation + migration, interstitial: 0.83 at.vol.
relaxation + migration, vacancy: -1.17 at.vol.
Arrhenius energy (rough): 3.46 eV
Arrhenius prefactor (rough): 0.76 cm^2/s
equivalent temperature rise: 20.3 K
D at zero pressure: 6.05e-17 cm^2/s
D at 3 GPa: 1.20e-16 cm^2/s
anneal time: 3600 s
marker initial sigma: 5.0 nm
marker initial peak: 1.0 e18 cm^-3
marker sigma, zero pressure: 8.28 nm
marker sigma, 3 GPa: 10.55 nm
ratio of the two sigmas: 1.274
variance increase, zero pressure: 43.6 nm^2
variance increase, 3 GPa: 86.2 nm^2
ratio of variance increases: 1.980
marker peak, zero pressure: 0.604 e18 cm^-3
marker peak, 3 GPa: 0.474 e18 cm^-3
Neglected effects:
bulk modulus (rough): 98 GPa
volume compression at 3 GPa: 3.1 %
enhancement with softer saddle: 2.105
thermal volume expansion: 0.95 %
enhancement, hot compressed at.vol.: 1.972
jump length and frequency factor: 1.010
D factor for 5 K error: 1.186
D factor for 0.1 GPa shear stress: 1.143
gap slope (rough): -15 meV/GPa
carrier density, zero pressure: 2.11 e18 cm^-3
carrier density, 3 GPa: 2.69 e18 cm^-3
Debye length: 3.8 nm
marker enhancement with doping effects: 1.902
```
